# The symmetric rank-one update: exact recovery of quadratic Hessians and breakdown, part 2

The symmetric rank-one update builds a model $B_k$ of the unknown symmetric Hessian $A$ of $V=\tfrac12q^TAq+b^Tq$, $q\in\mathbb R^n$; the example below has $b=0$. Coordinates are in bohr, energies in hartree, Hessians in hartree/bohr². Vector norms are Euclidean, matrix norms spectral.

With gradient $g_k$, put $s_k=q_{k+1}-q_k$, $y_k=g_{k+1}-g_k$, $r_k=y_k-B_ks_k$, $d_k=r_k^Ts_k$ and $E_k=A-B_k$. Unit quasi-Newton steps are $s_k=-B_k^{-1}g_k$. The secant condition $B_+s=y$ gives, for $d\neq0$,

$$B_+=B+\frac{rr^T}{d}.\tag{1}$$

Breakdown means $d=0$ with $r\neq0$. Without it, $n$ independent steps give $B_n=A$, because old secant conditions $B_ks_j=y_j$, $j<k$, survive:

$$r_k^Ts_j=y_k^Ts_j-s_k^TB_ks_j=s_k^TAs_j-s_k^Ty_j=s_k^TAs_j-s_k^TAs_j=0.\tag{2}$$

In BFGS, $B_+=B-Bss^TB/(s^TBs)+yy^T/(y^Ts)$, this generally needs conjugate steps, $s_k^TAs_j=0$.

On a quadratic surface $r=Es$, and

$$\begin{pmatrix}d&r^T\\ r&E\end{pmatrix}=\begin{pmatrix}1&s^T\\0&I\end{pmatrix}\begin{pmatrix}0&0\\0&E\end{pmatrix}\begin{pmatrix}1&0\\ s&I\end{pmatrix}=\begin{pmatrix}1&0\\ r/d&I\end{pmatrix}\begin{pmatrix}d&0\\0&E_+\end{pmatrix}\begin{pmatrix}1&r^T/d\\0&I\end{pmatrix}.\tag{3}$$

So each update removes from the error one eigenvalue with the sign of $d$. With the first $k$ steps as columns of $S_k$ and $G_k=S_k^TE_0S_k$, as long as all denominators are nonzero,

$$E_k=E_0-E_0S_kG_k^{-1}S_k^TE_0,\qquad d_k=\frac{\det G_{k+1}}{\det G_k}.\tag{4}$$

After $n-1$ satisfied independent secant conditions $E=\lambda uu^T$, with $u$ a unit vector orthogonal to those steps. A last independent step has $d=\lambda(u^Ts)^2$ and cannot break down.

With $\theta$ the angle between $r$ and $s$, the correction $\Delta B=rr^T/d$ has

$$\|\Delta B\|=\frac{\|r\|}{\|s\|\,|\cos\theta|}.\tag{5}$$

The skip rule applies (1) only if

$$|d|>\eta\,\|r\|\,\|s\|,\qquad \eta\ \text{small, for instance }10^{-8},\tag{6}$$

and otherwise keeps $B$. It gives the bound $\|\Delta B\|<\|E\|/\eta$.

## Worked example: a model valence force field

The model is a bent symmetric triatomic with $q=(\Delta r_1,\Delta r_2,r_e\Delta\vartheta)$, where $\vartheta$ is the bond angle and $r_e$ the bond length, and with round parameters:

$$A=\begin{pmatrix}0.50&0.04&0.02\\0.04&0.50&0.02\\0.02&0.02&0.14\end{pmatrix},\qquad B_0=0.30\,I,\qquad E_0=\begin{pmatrix}0.20&0.04&0.02\\0.04&0.20&0.02\\0.02&0.02&-0.16\end{pmatrix}.$$

$A$ is positive definite, with eigenvalues $0.1380$, $0.4600$ and $0.5420$. The guess is too soft for the stretches and too stiff for the bend, so $E_0$ is indefinite, with eigenvalues $-0.1620$, $0.1600$ and $0.2420$. The numbers come from the numerical check, which runs the iteration in exact rational arithmetic with gradients from symbolic differentiation of $V$.

From $q_0=(0.10,-0.05,0.20)$ the gradient is $g_0=Aq_0=(0.052,-0.017,0.029)$, the first entry being $0.050-0.002+0.004$. The unit step is $s_0=-g_0/0.30=(-0.173333,\,0.056667,\,-0.096667)$, and $r_0=E_0s_0=(-0.034333,\,0.002467,\,0.013133)$. Then

$$d_0=0.005951+0.000140-0.001270=4.821\times10^{-3}\ \text{hartree},\qquad (B_1)_{11}=0.30+\frac{0.034333^2}{4.821\times10^{-3}}=0.5445 .$$

The second step $s_1=(0.059040,\,-0.004242,\,-0.022584)$ has $r_1=(-0.005435,\,0.002256,\,0.011068)$ and $d_1=-5.804\times10^{-4}$. The negative denominator softens the bend: $(B_2)_{33}=0.3358-0.011068^2/(5.804\times10^{-4})=0.1247$. The third step $s_2=(0.013110,\,-0.019727,\,-0.095537)$ has $r_2=(-0.001580,\,-0.008994,\,-0.002440)$ and $d_2=3.898\times10^{-4}$, which gives $(B_3)_{22}=0.2925+0.008994^2/(3.898\times10^{-4})=0.5000$. The ranks of the error are $2,1,0$, and the signs $+,-,+$ match the two positive and one negative eigenvalue of $E_0$, as (3) requires. The cosines $0.634$, $-0.731$ and $0.419$ are far from the threshold. The program asserts $B_3=A$ exactly. With 1 hartree/bohr² $=1556.89$ N/m, the recovered entries $11$, $12$, $13$ and $33$ are $778$, $62$, $31$ and $218$ N/m. The fourth step $s_3=(0.001183,\,0.017302,\,0.014788)$ lands on $q_4=0$. BFGS fed the same three steps leaves a largest entry error of $0.144$, against a largest entry of $0.50$ in $A$; fed their conjugated versions it returns $A$ exactly.

The step $s_*=(0.05,0.05,0.10)$ has $r_*=E_0s_*=(0.014,\,0.014,\,-0.014)$ and $d_*=0.0007+0.0007-0.0014=0$. As an independent test, the polynomial system consisting of $Xs_*=r_*$ and the vanishing of all $2\times2$ minors of a symmetric $X$ has Gröbner basis $\{1\}$, which means it has no solution. For the pair $(s_0,r_0)$ the same system has the single solution $r_0r_0^T/d_0$.

Tilting to $s=s_*+\tau e_3$, with $e_3$ the unit vector of the bend, gives $d=2\tau(r_*)_3+\tau^2(E_0)_{33}=-0.028\,\tau-0.16\,\tau^2$. Since $B_0=0.30\,I$, the eigenvalues of $B_1$ are $0.30$ twice and $0.30+\|r\|^2/d$.

| $\tau$ (bohr) | $d$ (hartree) | $\cos\theta$ | third eigenvalue |
|---|---|---|---|
| $10^{-2}$ | $-2.960\times10^{-4}$ | $-8.90\times10^{-2}$ | $-1.885$ |
| $10^{-3}$ | $-2.816\times10^{-5}$ | $-9.37\times10^{-3}$ | $-20.78$ |
| $-10^{-3}$ | $+2.784\times10^{-5}$ | $+9.48\times10^{-3}$ | $+21.22$ |
| $10^{-5}$ | $-2.800\times10^{-7}$ | $-9.43\times10^{-5}$ | $-2099.8$ |

All four steps pass (6) at $\eta=10^{-8}$, and all have $y^Ts>0$ because $A$ is positive definite. The rule at this $\eta$ does not keep the intermediate model physical, so a step computed from $B_1$ needs a safeguard of its own, such as a trust radius. With the coarse value $\eta=0.1$ the bound is $\|E_0\|/\eta=2.420$. Among random directions the largest accepted correction was $1.895$ and the largest skipped one $2178$.

Now skip $s_*$ and take $s_a=(0.1,0,0)$ and $s_c=(0,0.1,0)$. The pivots are $d_a=0.01\times0.20=0.002000$ and $d_c=0.01\,(0.20-0.04^2/0.20)=0.001920$. The first update adds $0.02^2/0.20=0.002$ to $B_{33}$. The second residual has third component $0.1\,(0.02-0.04\times0.02/0.20)=0.0016$ and adds $0.0016^2/0.00192=0.001333$. After three independent steps $B_{33}=0.303333$ instead of $0.14$, and the only remaining error entry is $E_{33}=-0.163333$. The stored pair $(s_*,y_*)$ is now the last independent step and cannot break down. Replaying it gives $d=-0.163333\times0.1^2=-1.633\times10^{-3}$ and $B=A$.

## Rounding, noise and anharmonicity

In exact arithmetic a small nonzero $d$ leaves no error in $B_n$ on a quadratic surface: $B_n=A$ still holds, provided the steps are independent and no later one breaks down. In floating point the entries of $B_1$ have the size (5) and are stored with relative error of order $\varepsilon=2.2\times10^{-16}$. This adds to $E_1$ a perturbation of order $\varepsilon\|r\|/(\|s\||\cos\theta|)$ that restores its full rank, while the remaining $n-1$ updates remove only $n-1$ ranks; those updates handle entries of the same size and add rounding errors of the same order. When $\|r\|$ is comparable to $\|A\|\|s\|$, as for the tilted step, the computed denominator $d'$ has a relative error of order $\varepsilon/|\cos\theta|$, so $B_1$ also carries a larger error, of order $\varepsilon/\cos^2\theta$, along $rr^T$. This part does little lasting harm. For invertible $E_0$, $(E_0-rr^T/d')^{-1}=E_0^{-1}+ss^T/(d'-d)$, and by (4) the error left after $n-1$ further exact updates is $\lambda uu^T$ with $1/\lambda=u^T(E_0-rr^T/d')^{-1}u$, where $u$ is the unit vector orthogonal to the later steps. To see this, apply (4), with $E_0-rr^T/d'$ as the starting error, to the vector $(E_0-rr^T/d')^{-1}u$: the second term vanishes because the later steps are orthogonal to $u$, which leaves $\lambda u\,[u^T(E_0-rr^T/d')^{-1}u]=u$. Hence $\lambda\approx(d'-d)/(u^Ts)^2$, of order $\varepsilon\|r\|\|s\|/(u^Ts)^2$, with no factor $1/|\cos\theta|$. The estimate gives the scaling $\varepsilon/|\cos\theta|$ and not the prefactor. With the tilted step followed by $s_a$ and $s_c$, without skipping and in random orthonormal frames, the median $\|B_3-A\|$ was $1.2\times10^{-13}$, $1.1\times10^{-9}$ and $1.3\times10^{-5}$ for $|\cos\theta|=9.43\times10^{-5}$, $9.43\times10^{-9}$ and $9.43\times10^{-13}$. Each is about $0.05\,\varepsilon/|\cos\theta|$ hartree/bohr²; the program asserts only that this coefficient lies between $10^{-3}$ and $10^2$. Since $10^{-8}$ is close to $\sqrt\varepsilon$, a first step of this kind, near a breakdown direction and just above the threshold, typically costs about half of the digits. This is a typical loss and not a bound: poorly independent later steps, or small later denominators, amplify the error further. A small cosine that comes from near dependence is worse. For the last step, with error $\lambda uu^T$, one has $|\cos\theta|=|u^Ts|/\|s\|$ and $|d|=|\lambda|\|s\|^2\cos^2\theta$. The residual is a difference of vectors of size $\|A\|\|s\|$, so $d$ has an absolute error of order $\varepsilon\|A\|\|s\|^2$ and a relative error of order $(\|A\|/|\lambda|)\,\varepsilon/\cos^2\theta$. No update follows to remove it, and near $|\cos\theta|=10^{-8}$ all digits of this correction can be lost although (6) is passed.

Computed gradients carry noise from incomplete self-consistency or integration grids. An error $\sigma e$ in $y$, with $e$ a unit vector, changes $d$ by $\sigma e^Ts$, which is at most $\sigma\|s\|$ in size. The sign of $d$ can flip only if $a=|d|/(\sigma\|s\|)=\|r\||\cos\theta|/\sigma$ is below one. For isotropic $e$ in three dimensions the cosine $\mu$ between $e$ and $s$ is uniform on $[-1,1]$, because a band of the unit sphere has area $2\pi\,d\mu$. A flip needs $\mu$ in an end interval of length $1-a$, with probability $(1-a)/2$. At $\tau=10^{-5}$ and $\sigma=10^{-5}$ hartree/bohr, $a=0.229$ gives $0.386$, and sampling gave $0.385$. At $\sigma=10^{-6}$, $a=2.286$ and no flip occurred. Rule (6) guarantees the sign only when $\eta\ge\sigma/\|r\|$, which noisy gradients and small residuals can push far above $10^{-8}$.

On an anharmonic surface take steps of length of order $h$ near a point with Hessian $A$. Then $y_j=As_j+O(h^2)$, and the asymmetry $y_k^Ts_j-s_k^Ty_j$ in (2) is $O(h^3)$. If $|d_k|/h^2$ stays bounded away from zero, then with $r_k=O(h)$ each old secant condition is disturbed by $O(h\cdot h^3/h^2)=O(h^2)$. For fixed $n$ and directions that stay well independent, division by the step length gives $B_n-A=O(h)$.

Add $c_1(q_1^3+q_2^3)+c_2q_1^2q_3$ with $c_1=-0.5$ and $c_2=0.2$ hartree/bohr³, whose gradient is $(3c_1q_1^2+2c_2q_1q_3,\ 3c_1q_2^2,\ c_2q_1^2)$, and step successively by $h$ along the three axes from the origin. The extra parts of $y_0$, $y_1$, $y_2$ are $(3c_1,0,c_2)h^2$, $(0,3c_1,0)h^2$ and $(2c_2,0,0)h^2$. Errors in this paragraph are entries of $B-A=-E$. The second step has no asymmetry with the first, so $B_2$ has errors $3c_1h$ in entries $11$ and $22$ and none in entry $12$. The third residual has first component $(2c_2-c_2)h^2$ and second component zero, so its update changes entry $11$ by $O(h^4/h^2)$ only, while its secant condition fixes the third column, with error $(2c_2h,0,0)$. To first order the error has the eigenvalue $-1.5h$ along $q_2$, and the block $h\begin{pmatrix}-1.5&0.4\\0.4&0\end{pmatrix}$ in $q_1,q_3$ has eigenvalues $\tfrac h2\,(-1.5\pm\sqrt{2.25+0.64})=0.1h$ and $-1.6h$. The norm is $1.6h$, in agreement with the computed $1.6002\times10^{-3}$ at $h=10^{-3}$ bohr and $1.6000\times10^{-4}$ at $h=10^{-4}$ bohr. The first value is $0.3\%$ of $\|A\|=0.542$, and the ratio $10.001$ is the quantity the program tests for linearity in $h$.

## Calculated quantities

```
kr krr krt kt b0 (hartree/bohr^2): +0.500000 +0.040000 +0.020000 +0.140000 +0.300000
eigenvalues of A (hartree/bohr^2): +0.138010 +0.460000 +0.541990
eigenvalues of E0 (hartree/bohr^2): -0.161990 +0.160000 +0.241990
q0 (bohr): +0.100000 -0.050000 +0.200000
g0 (hartree/bohr): +0.052000 -0.017000 +0.029000
s0 (bohr): -0.173333 +0.056667 -0.096667
r0 (hartree/bohr): -0.034333 +0.002467 +0.013133
d0 (hartree): +4.821333e-03  cos: +0.6340  rank E1: 2
B1 11 12 13 22 23 33 (hartree/bohr^2): +0.544492 -0.017565 -0.093524 +0.301262 +0.006719 +0.335775
s1 (bohr): +0.059040 -0.004242 -0.022584
r1 (hartree/bohr): -0.005435 +0.002256 +0.011068
d1 (hartree): -5.803885e-04  cos: -0.7309  rank E2: 1
B2 11 12 13 22 23 33 (hartree/bohr^2): +0.493600 +0.003557 +0.010113 +0.292495 -0.036296 +0.124727
s2 (bohr): +0.013110 -0.019727 -0.095537
r2 (hartree/bohr): -0.001580 -0.008994 -0.002440
d2 (hartree): +3.898271e-04  cos: +0.4190  rank E3: 0
B3 11 12 13 22 23 33 (hartree/bohr^2): +0.500000 +0.040000 +0.020000 +0.500000 +0.020000 +0.140000
s3 (bohr): +0.001183 +0.017302 +0.014788
q4 (bohr): +0.000000 +0.000000 +0.000000
1 hartree/bohr^2 = 1556.89 N/m
recovered B11 B12 B13 B33 (N/m): 778.4 62.3 31.1 218.0
BFGS, same 3 steps, max|B3-A| (hartree/bohr^2): 0.14438
s* (bohr): +0.050000 +0.050000 +0.100000
r* (hartree/bohr): +0.014000 +0.014000 -0.014000
d* (hartree): 0.0 ; skip threshold eta = 1e-8
tau +1e-02 bohr: d -2.9600e-04 hartree, cos -8.9015e-02
  |dB| 2.185, eig B1 min -1.885 max 0.300 hartree/bohr^2
tau +1e-03 bohr: d -2.8160e-05 hartree, cos -9.3743e-03
  |dB| 21.080, eig B1 min -20.780 max 0.300 hartree/bohr^2
tau -1e-03 bohr: d +2.7840e-05 hartree, cos +9.4821e-03
  |dB| 20.920, eig B1 min 0.300 max 21.220 hartree/bohr^2
tau +1e-05 bohr: d -2.8002e-07 hartree, cos -9.4276e-05
  |dB| 2100.080, eig B1 min -2099.780 max 0.300 hartree/bohr^2
after skip, then sa = +0.100000 +0.000000 +0.000000 sc = +0.000000 +0.100000 +0.000000 bohr
  d(sa) 0.002000 d(sc) 0.001920 hartree
  B33 0.303333, |A-B| 0.163333 hartree/bohr^2
  replay of s*: d -1.633333e-03 hartree, B33 0.140000
eta 0.1: |E0|/eta 2.420, max|dB| kept 1.895, skipped 2178.0 hartree/bohr^2
machine epsilon 2.220e-16
tau 1e-05: |cos| 9.43e-05, median|B3-A| 1.2e-13 hartree/bohr^2
tau 1e-09: |cos| 9.43e-09, median|B3-A| 1.1e-09 hartree/bohr^2
tau 1e-13: |cos| 9.43e-13, median|B3-A| 1.3e-05 hartree/bohr^2
noise 1e-05 hartree/bohr, tau 1e-5: |d|/(sig|s|) 0.229, flips 0.385, formula 0.386
noise 1e-06 hartree/bohr, tau 1e-5: |d|/(sig|s|) 2.286, flips 0.000, formula 0.000
cubic terms c1(q1^3+q2^3)+c2 q1^2 q3 (hartree/bohr^3): -0.500000 +0.200000
axis steps h 1e-03 bohr: |B3-A| 1.6002e-03 hartree/bohr^2
axis steps h 1e-04 bohr: |B3-A| 1.6000e-04 hartree/bohr^2
error ratio 10.001
```
